# How much barrier separates ten-second from ten-year magnetic retention?

**Question.** A magnetic memory cell holds its bit for ten seconds before heat reverses it. A second cell, at the same temperature and with the same attempt frequency, is to hold its bit for ten years. How much higher must its energy barrier be, and how does the answer scale with the time required?

**Answer.** Let the two states of the bit have equal energy, with a barrier $E$ between them, and let $\Delta=E/kT$. Retention means here the mean time $\tau$ that the cell stays in one state before it goes over to the other. For a barrier of many $kT$ this time follows the Arrhenius law

$$\tau=\tau_0\,e^{\Delta},\qquad \tau_0=1/f_0,$$

where $f_0$ is the attempt frequency. Write the law for the short time $t_1$ and the long time $t_2$ and divide. With $f_0$ the same in both cells, $\tau_0$ cancels:

$$\frac{t_2}{t_1}=e^{\Delta_2-\Delta_1}\quad\Rightarrow\quad \Delta_2-\Delta_1=\ln\frac{t_2}{t_1}.$$

A year of 365.25 days has $3.156\times10^7$ s, so ten years are $3.156\times10^8$ s and the ratio to ten seconds is $3.156\times10^7$, or 7.50 decades. Each decade costs $\ln 10=2.303$, and therefore

$$\Delta_2-\Delta_1=7.50\times2.303=17.27 .$$

The additional barrier is about $17\,kT$. At 300 K, where $kT=25.85$ meV, it is 0.446 eV.

The dependence on time is logarithmic: a further factor of ten, from ten years to a hundred, costs only another $2.3\,kT$. Read the other way, the retention is exponentially sensitive to the barrier, and a loss of $2.3\,kT$ shortens it tenfold. The number 17 is a difference. The total barrier also needs a value of $\tau_0$; with $\tau_0=1$ ns,

$$\Delta_1=\ln\frac{10\ \text{s}}{10^{-9}\ \text{s}}=23.03,\qquad \Delta_2=23.03+17.27\approx40.3 .$$

## Where the exponential comes from

The estimate rests on the Arrhenius law and on a fixed $f_0$. Both can be examined in a cell whose magnetization stays uniform. Let $\theta$ be its angle from the easy axis, $V$ the volume and $K$ the effective uniaxial anisotropy, with demagnetization included. With $x=\cos\theta$,

$$E(x)=KV\sin^2\theta=KV(1-x^2).$$

The minima are at $x=\pm1$ and the top is at $x=0$, so the barrier is $KV$ and $\Delta=KV/kT$.

Precession about the axis leaves $x$ unchanged. Damping turns the moment downhill at the rate $\dot\theta=-c\,\partial E/\partial\theta$, with $c=\alpha\gamma/[(1+\alpha^2)M_sV]$, where $\alpha$ is the damping constant, $\gamma$ the gyromagnetic ratio and $M_s$ the magnetization. Since $\dot x=-\sin\theta\,\dot\theta$ and $\partial E/\partial\theta=-\sin\theta\,dE/dx$, the drift is $\dot x=-c(1-x^2)\,dE/dx$. Heat adds diffusion, whose strength is fixed by the demand that the Boltzmann distribution $e^{\Delta x^2}$ carry no current. The probability density $W(x,t)$ then obeys

$$\frac{\partial W}{\partial t}=\frac{1}{2\tau_N}\frac{\partial}{\partial x}\left[(1-x^2)\left(\frac{\partial W}{\partial x}-2\Delta xW\right)\right],\qquad \tau_N=\frac{(1+\alpha^2)M_sV}{2\alpha\gamma kT}.$$

Here $1/(2\tau_N)=c\,kT$.

Let $T(x)$ be the mean time to reach the top from $x>0$. After a short time $dt$ the mean time remaining has fallen by $dt$, so the operator adjoint to the one above, acting on $T$, gives $-1$:

$$\frac{1}{2\tau_N}e^{-\Delta x^2}\frac{d}{dx}\left[(1-x^2)e^{\Delta x^2}\frac{dT}{dx}\right]=-1 .$$

Multiply by $2\tau_N e^{\Delta x^2}$ and integrate from $x$ to 1. The bracket vanishes at $x=1$, which leaves

$$(1-x^2)e^{\Delta x^2}\frac{dT}{dx}=2\tau_N\int_x^1e^{\Delta y^2}dy .$$

Solve for $dT/dx$ and integrate from the top, where $T(0)=0$, to the pole:

$$T(1)=2\tau_N\int_0^1\frac{e^{-\Delta x^2}}{1-x^2}\left[\int_x^1e^{\Delta y^2}dy\right]dx .$$

For $\Delta\gg1$ the outer integral comes from small $x$, where $1-x^2\approx1$, and gives $\frac12\sqrt{\pi/\Delta}$. The inner one comes from $y$ near 1, where $y^2\approx1-2(1-y)$, and gives $e^\Delta/(2\Delta)$. By symmetry a moment at the top settles on either side with equal probability, so on average two arrivals are needed for one crossing. Hence

$$\tau=2T(1)\approx\sqrt{\pi}\,\tau_N\,\frac{e^\Delta}{\Delta^{3/2}},\qquad f_0=\frac{\Delta^{3/2}}{\sqrt\pi\,\tau_N}.$$

The exponential is confirmed, but in this model the attempt frequency depends weakly on the barrier.

The next terms of the two integrals multiply each by $1+1/(2\Delta)$, and so $\tau$ by about $1+1/\Delta$. Between $\Delta=23.03$ and 40.29 this should change the logarithm of the time ratio by $1/40.29-1/23.03=-0.019$. Numerical integration, with the prefactor $\Delta^{3/2}$ divided out, gives 17.247 in place of 17.27, as expected.

A separate test solves the diffusion equation for its decay rates. If the cell acts as a two-state system with rate $1/\tau$ each way, an imbalance between the states decays at $2/\tau=1/T(1)$. At $\Delta=10$ the slowest decay time is $693.92\,\tau_N$, while the integral gives $T(1)=694.20\,\tau_N$. The next mode of the same (odd) symmetry decays 8543 times faster, and the slowest decaying even mode about 5600 times faster, so the two-state description is already good at that barrier.

## What if the attempt frequency is not fixed?

Keeping $f_0$ in the ratio of the two times gives

$$\Delta_2-\Delta_1=\ln\frac{t_2}{t_1}+\ln\frac{f_{0,2}}{f_{0,1}} .$$

The correction depends on how the barrier is raised. Temperature, $M_s$ and $\alpha$ are held fixed in both cases below.

- **Larger $K$, same volume.** Then $\tau_N$ is constant and $f_0\propto\Delta^{3/2}$, so the correction is $\frac32\ln(\Delta_2/\Delta_1)$.
- **Larger volume, same $K$.** Then $\tau_N\propto V\propto\Delta$ and $f_0\propto\Delta^{1/2}$, so the correction is $\frac12\ln(\Delta_2/\Delta_1)$.

For the cell described below, the full integral gives barriers of 22.89 and $41.06\,kT$ in the first case. The formula predicts $17.267+1.5\ln(41.06/22.89)=18.14$, and the numerical difference is $18.16\,kT$. In the second case the difference is $17.57\,kT$. The attempt frequency more than doubles in the first case, from 0.92 to 2.21 GHz, yet the logarithm turns this into less than $1\,kT$.

## A cell of realistic size

Take a disc of diameter 25 nm and thickness 2 nm, with $M_s=1000$ kA/m, $\alpha=0.01$ and exchange stiffness $A=15$ pJ/m, at 300 K. Its volume is $\frac{\pi}{4}\times25^2\times2=981.7$ nm³. With $\tau_0=1$ ns, the barrier for ten years is $40.29\times25.85$ meV $=1.042$ eV, and $1\ \text{eV/nm}^3=1.602\times10^5$ kJ/m³, so

$$K=\frac{1.042}{981.7}\times1.602\times10^5=170\ \text{kJ/m}^3 .$$

The ten-second cell, with 0.595 eV in the same volume, needs 97 kJ/m³. At fixed size and $\tau_0$, a 75% increase in the effective anisotropy $K$ buys a factor of thirty million in time. The material's own anisotropy needs a smaller percentage increase, because part of it only offsets demagnetization.

The same sensitivity works against the designer. A disc 5% too narrow, with the same $K$ and thickness, has $\Delta=40.29\times0.95^2=36.36$, and its retention falls from ten years to 72 days. In a disc of unchanged material the loss is smaller, because the narrower shape weakens demagnetization. For a uniformly magnetized disc the axial demagnetizing factor falls from 0.826 to 0.820, which raises $K$ from 170 to 176 kJ/m³ and $\Delta$ to about 37.7, so the retention is about 260 days instead of 72.

**Stray field.** Let a field $B$ oppose the stored direction $\theta=0$, and put $h=M_sB/(2K)$. The energy divided by $KV$ is $\sin^2\theta+2h\cos\theta$. Its derivative, $2\sin\theta(\cos\theta-h)$, vanishes at the top, where $\cos\theta=h$ and the energy is $1+h^2$. Subtracting the starting value $2h$ leaves a barrier $KV(1-h)^2$. The loss is

$$KV(2h-h^2)=M_sVB-\frac{M_s^2B^2V}{4K} .$$

The leading term does not contain $K$, so two cells of equal volume lose nearly the same amount. For 5 mT each loses about $1.2\,kT$, and the difference between them remains $17.26\,kT$.

**Uniform reversal.** At the top, let the angle be $\pi/2+\delta$, with $\delta$ varying over the disc. To second order the energy density changes by $A(\nabla\delta)^2-K\delta^2$. A uniform $\delta$ is the downhill path of the reversal. A mode of wavenumber $k$ changes the energy in proportion to $Ak^2-K$, and the lowest non-uniform mode of a disc of radius $R$ with free edges has $kR=1.841$. If $Ak^2<K$, this mode also runs downhill, and a non-uniform path over a lower barrier exists. The barrier $KV$ therefore requires

$$2R<2\times1.841\sqrt{A/K}=34.6\ \text{nm}$$

for the ten-year cell. The chosen 25 nm satisfies this, within a model that treats demagnetization as local. The margin is smaller than it looks, because the magnetostatic energy $\mu_0M_s^2/2\approx630$ kJ/m³ is several times $K$ and costs a non-uniform mode less than a uniform one. With the non-local field included the limit falls to about 29 nm, and for $A=10$ pJ/m to about 23 nm, below the chosen diameter. In a much wider disc, $KV$ overestimates the barrier.

## Permitted errors and hot operation

A mean time of ten years is a weak promise, since many cells will have reversed before then. With rate $1/\tau$ in each direction, the probability $p$ of finding the wrong state obeys

$$\frac{dp}{dt}=\frac{1-p}{\tau}-\frac{p}{\tau}=\frac{1-2p}{\tau}\quad\Rightarrow\quad p=\frac12\left(1-e^{-2t/\tau}\right)\approx\frac{t}{\tau}\quad(t\ll\tau).$$

Permitting only a small $p$ after time $t$ thus requires $\tau=t/p$, or

$$\Delta=\ln\frac{t}{\tau_0}+\ln\frac1p .$$

For $p=10^{-6}$ the barriers rise to 36.84 and $54.11\,kT$. Both gain the same $\ln(1/p)$, so their difference is again $17.27\,kT$. If the criterion differs between the two cells, this cancellation is lost.

Temperature matters too. Heat the cell designed for a mean time of ten years at 300 K to 85 °C (358.15 K), keeping its barrier in eV and its $\tau_0$. Then $\Delta=40.29\times300/358.15=33.75$, and the retention is only 5.3 days. Restoring ten years at that temperature takes 1.244 eV instead of 1.042 eV.

The dimensions and material parameters are rough values in the regime of the perpendicular free layer of a spin-transfer memory cell, and $\tau_0=1$ ns is a round value of the right order for this model. In real layers the assumption of a constant barrier in eV fails on heating, because the anisotropy itself falls; the 5.3 days are therefore optimistic for this cell. Real cells also differ from one another in size, and the 5% example indicates how sensitive their retention is, although it leaves out the change of $K$ with diameter. The additional barrier is much less fragile than the retention time: for equal temperature and criterion, the change of $f_0$ in this model moves it from 17.3 to $17.6\,kT$ if only the volume is raised, and to $18.2\,kT$ if only $K$ is. These two values hold for a rigidly uniform moment. Each non-uniform mode of the disc multiplies the rate by $(Ak^2+K)/\sqrt{Ak^2(Ak^2-K)}$ in the local model; between $K=97$ and 170 kJ/m³ the lowest pair alone adds $0.7\,kT$, almost all of it proportional to $K$ and so acting like a thermal reduction of the anisotropy. Discs wide enough to reverse through a non-uniform state lie outside this estimate of $f_0$. The numerical output below lists the values used.

## Numbers as computed

```
Temperature: 300 K
Inverse attempt frequency tau0: 1.0 ns
Short retention: 10 s
Long retention (10 years): 3.1558e+08 s
Retention ratio: 3.1558e+07
Decades of time gained: 7.499
Barrier cost per decade: 2.303 kT
ADDITIONAL BARRIER: 17.27 kT
Thermal energy kT: 25.85 meV
ADDITIONAL BARRIER: 0.446 eV
Total barrier for 10 s: 23.03 kT
Total barrier for 10 years: 40.29 kT
Total barrier for 10 s: 0.595 eV
Total barrier for 10 years: 1.042 eV
Cell diameter: 25 nm
Cell thickness: 2 nm
Cell volume: 981.7 nm^3
Magnetization: 1000 kA/m
Damping: 0.01
Exchange stiffness: 15 pJ/m
Anisotropy K for 10 s: 97.1 kJ/m^3
Anisotropy K for 10 years: 170.0 kJ/m^3
Test barrier for mode calculation: 10 kT
Time to top, quadrature: 694.20 tau_n
Slowest decay time, eigenvalue: 693.92 tau_n
Next odd decay rate / slowest: 8543
Log time ratio, prefactor removed: 17.247
Free diffusion time tau_n: 67.3 ns
Diffusion model barrier, 10 s: 22.89 kT
Diffusion model barrier, 10 years: 41.06 kT
Attempt frequency there, 10 s: 0.92 GHz
Attempt frequency there, 10 years: 2.21 GHz
Added barrier, fixed volume: 18.16 kT
Added barrier, fixed K: 17.57 kT
Permitted error probability: 1e-06
Barrier for that error, 10 s: 36.84 kT
Barrier for that error, 10 years: 54.11 kT
Hot temperature (85 C): 358.15 K
Ten-year cell when hot, barrier/kT: 33.75
Ten-year cell when hot, retention: 5.26 days
Barrier for 10 years when hot: 1.244 eV
Diameter 5% small, barrier: 36.36 kT
Diameter 5% small, retention: 72 days
Opposing stray field: 5 mT
Field loss, 10 s cell: 1.170 kT
Field loss, 10-year cell: 1.176 kT
Added barrier with field on both: 17.26 kT
Disc mode number kR: 1.8412
Largest diameter, uniform saddle: 34.6 nm
```
